# The thermal conductance quantum of one perfectly transmitted phonon branch: a numerical check

```python
"""
Thermal conductance quantum of one perfectly transmitting gapless phonon branch:
    G0(T) = pi^2 kB^2 T / (3 h),   J = pi^2 kB^2 (T_hot^2 - T_cold^2) / (6 h)
J: heat current, T: temperature, w: angular frequency, q: wave number,
v = dw/dq: group velocity, x = hbar w / (kB T), n = 1/(exp(x)-1): Bose function.
A branch of finite frequency range and a chain with one heavy atom are tested too.
"""
import numpy as np
from scipy.constants import h, hbar, k as kB
from scipy.integrate import quad

pi = np.pi


def quantum(T):
    return pi**2 * kB**2 * T / (3 * h)


def heat_current(t_hot, t_cold, w_low=0.0, w_high=np.inf,
                 transmission=lambda w: 1.0):
    """Landauer current by quadrature of the difference of Bose functions."""
    unit = kB * t_hot / hbar

    def integrand(y):
        difference = 1 / np.expm1(y) - 1 / np.expm1(y * t_hot / t_cold)
        return y * difference * transmission(unit * y)

    value = quad(integrand, w_low / unit, min(w_high / unit, 60.0),
                 epsabs=0, epsrel=1e-9, limit=300)[0]
    return (kB * t_hot)**2 / h * value


def conductance(T, **options):
    """Small temperature difference, centred on T."""
    d = 1e-3 * T
    return heat_current(T + d, T - d, **options) / (2 * d)


def upper_fraction(X):
    """Derived series: share of the full integral that lies above x = X."""
    n = np.arange(1, 3001)
    return 3 / pi**2 * np.sum(np.exp(-n * X) * (X**2 + 2 * X / n + 2 / n**2))


# --- the dimensionless integral, from its definition
integral = quad(lambda x: (x / (2 * np.sinh(x / 2)))**2, 0, 80,
                epsabs=0, epsrel=1e-11, limit=300)[0]
assert abs(integral - pi**2 / 3) < 1e-9
partial = {N: 2 * np.sum(1 / np.arange(1, N + 1)**2.0) for N in (10, 1000)}
print(f"Planck constant h = {h:.8e} J s")
print(f"Boltzmann constant kB = {kB:.6e} J/K")
print(f"integral of x^2 e^x/(e^x-1)^2 by quadrature = {integral:.8f}")
print(f"pi^2/3 = {pi**2 / 3:.8f}")
for N, value in partial.items():
    print(f"2 * sum of 1/n^2 up to n = {N}: {value:.6f}")

# --- conductance and finite temperature difference
for T in (1.0, 10.0):
    assert abs(conductance(T) / quantum(T) - 1) < 1e-7
    print(f"G0 at {T:.0f} K = {quantum(T) * 1e12:.5f} pW/K")
J_quad = heat_current(12.0, 8.0)
J_formula = pi**2 * kB**2 * (12.0**2 - 8.0**2) / (6 * h)
assert abs(J_quad / J_formula - 1) < 1e-7
print(f"J between 12 K and 8 K, quadrature = {J_quad * 1e12:.4f} pW")
print(f"J between 12 K and 8 K, formula = {J_formula * 1e12:.4f} pW")

# --- explicit sums over the right-moving modes of a ring, three dispersions
ring = 1e-3
spacing = 0.5e-9
w_top = 2 * pi * 2e12
sound = 5000.0
bending = 2.5e-5
T_ring = 1.0
w_far = 50 * kB * T_ring / hbar


def ring_modes(q_max):
    return 2 * pi / ring * np.arange(1, int(q_max * ring / (2 * pi)) + 1)


q_lin = ring_modes(w_far / sound)
q_bend = ring_modes(np.sqrt(w_far / bending))
q_chain = ring_modes(pi / spacing)
branches = {
    "linear": (sound * q_lin, sound + 0 * q_lin),
    "quadratic": (bending * q_bend**2, 2 * bending * q_bend),
    "lattice chain": (w_top * np.sin(q_chain * spacing / 2),
                      w_top * spacing / 2 * np.cos(q_chain * spacing / 2)),
}
print(f"ring length = {ring * 1e3:.1f} mm, ring temperature = {T_ring:.1f} K")
print(f"linear branch: speed = {sound:.0f} m/s")
print(f"quadratic branch: w/q^2 = {bending:.1e} m^2/s")
print(f"chain: top frequency = {w_top / (2 * pi) * 1e-12:.1f} THz, "
      f"spacing = {spacing * 1e9:.1f} nm")
print(f"chain: sound speed = {w_top * spacing / 2:.0f} m/s")
for name, (w, v) in branches.items():
    def flow(T):
        return np.sum(hbar * w * v / np.expm1(hbar * w / (kB * T))) / ring
    d = 1e-3 * T_ring
    G_sum = (flow(T_ring + d) - flow(T_ring - d)) / (2 * d)
    # the sum differs from the integral by about half a mode at q = 0
    assert abs(G_sum / quantum(T_ring) - 1) < 2e-4
    print(f"ring mode sum, {name}: G = {G_sum * 1e12:.5f} pW/K")


# --- transmission by Green functions (spring constant and mass set to 1)
def green_transmission(s, excess):
    """s = w/w_top; the middle one of three atoms has mass 1 + excess."""
    w2 = 4 * s**2
    z = w2 - 2
    g = (z - 1j * np.sqrt(4 - z**2)) / 2
    masses = np.array([1.0, 1.0 + excess, 1.0])
    A = np.diag(w2 * masses - 2).astype(complex)
    A += np.diag([1, 1], 1) + np.diag([1, 1], -1)
    A[0, 0] -= g
    A[2, 2] -= g
    return (2 * g.imag)**2 * abs(np.linalg.inv(A)[0, 2])**2


def defect_transmission(s, excess):
    return (1 - s**2) / (1 - s**2 + excess**2 * s**2)


for s in np.linspace(0.02, 0.98, 25):
    assert abs(green_transmission(s, 0.0) - 1) < 1e-9
    for excess in (-0.5, 1.0, 2.0):
        assert abs(green_transmission(s, excess)
                   - defect_transmission(s, excess)) < 1e-9
for s in (0.1, 0.5, 0.9):
    print(f"Green function at w/w_top = {s:.1f}: transmission uniform "
          f"{green_transmission(s, 0.0):.6f}, double mass "
          f"{green_transmission(s, 1.0):.6f}")

# --- finite band, heavy atom, and gapped branch
print(f"hbar w_top / kB = {hbar * w_top / kB:.3f} K")
defect_ratios = []
for T in (1.0, 10.0, 30.0, 100.0):
    X = hbar * w_top / (kB * T)
    clean = conductance(T, w_high=w_top)
    heavy = conductance(T, w_high=w_top,
                        transmission=lambda w: defect_transmission(w / w_top, 1.0))
    assert abs(clean / quantum(T) - (1 - upper_fraction(X))) < 1e-5
    assert heavy < clean < quantum(T) * (1 + 1e-7)
    defect_ratios.append(heavy / quantum(T))
    print(f"chain at {T:.0f} K: X = {X:.4f}, G = {clean * 1e12:.4f} pW/K, "
          f"G/G0 = {clean / quantum(T):.5f}, "
          f"with double mass G/G0 = {heavy / quantum(T):.5f}")
assert defect_ratios[0] > 0.998
assert all(a > b for a, b in zip(defect_ratios, defect_ratios[1:]))
w_gap = 2 * pi * 0.5e12
print(f"gapped branch: lowest frequency = {w_gap / (2 * pi) * 1e-12:.1f} THz")
for T in (2.0, 10.0):
    X = hbar * w_gap / (kB * T)
    ratio = conductance(T, w_low=w_gap) / quantum(T)
    assert abs(ratio / upper_fraction(X) - 1) < 1e-3
    print(f"gapped branch at {T:.0f} K: X = {X:.4f}, G/G0 = {ratio:.4e}")

# --- exact quantum dynamics: two half-chains at different temperatures, joined
# units: hbar = mass = spring constant = 1, so sound moves one site per unit time
half = 300
theta_left, theta_right = 0.10, 0.05


def chain_matrix(size):
    return 2 * np.eye(size) - np.eye(size, k=1) - np.eye(size, k=-1)


def thermal_covariances(matrix, theta):
    w2, modes = np.linalg.eigh(matrix)
    w = np.sqrt(w2)
    coth = 1 / np.tanh(w / (2 * theta))
    return (modes * (coth / (2 * w))) @ modes.T, (modes * (w * coth / 2)) @ modes.T


left = chain_matrix(half)
left[-1, -1] = 1.0
right = chain_matrix(half)
right[0, 0] = 1.0
position_cov = np.zeros((2 * half, 2 * half))
velocity_cov = np.zeros((2 * half, 2 * half))
for block, matrix, theta in ((slice(0, half), left, theta_left),
                             (slice(half, 2 * half), right, theta_right)):
    position_cov[block, block], velocity_cov[block, block] = \
        thermal_covariances(matrix, theta)

w2, modes = np.linalg.eigh(chain_matrix(2 * half))
w = np.sqrt(w2)
stretch = modes[half - 1] - modes[half]
mean_motion = (modes[half - 1] + modes[half]) / 2
currents = []
for t in np.linspace(200, 400, 81):
    u_from_u = (stretch * np.cos(w * t)) @ modes.T
    u_from_v = (stretch * np.sin(w * t) / w) @ modes.T
    v_from_u = -(mean_motion * w * np.sin(w * t)) @ modes.T
    v_from_v = (mean_motion * np.cos(w * t)) @ modes.T
    currents.append(u_from_u @ position_cov @ v_from_u
                    + u_from_v @ velocity_cov @ v_from_v)
J_dynamics = np.mean(currents)
J_expected = pi * (theta_left**2 - theta_right**2) / 12
# finite times leave small decaying transients, hence one per cent
assert abs(J_dynamics / J_expected - 1) < 1e-2
print(f"joined half-chains: {half} atoms each, kB T/(hbar w0) = "
      f"{theta_left:.2f} and {theta_right:.2f}, w0 = sqrt(spring/mass)")
print(f"current from exact dynamics = {J_dynamics:.6e} hbar w0^2")
print(f"current from the formula = {J_expected:.6e} hbar w0^2")
print(f"ratio dynamics/formula = {J_dynamics / J_expected:.5f}")

print("PASS")
```

Running it gives:

```
Planck constant h = 6.62607015e-34 J s
Boltzmann constant kB = 1.380649e-23 J/K
integral of x^2 e^x/(e^x-1)^2 by quadrature = 3.28986813
pi^2/3 = 3.28986813
2 * sum of 1/n^2 up to n = 10: 3.099535
2 * sum of 1/n^2 up to n = 1000: 3.287869
G0 at 1 K = 0.94643 pW/K
G0 at 10 K = 9.46431 pW/K
J between 12 K and 8 K, quadrature = 37.8572 pW
J between 12 K and 8 K, formula = 37.8572 pW
ring length = 1.0 mm, ring temperature = 1.0 K
linear branch: speed = 5000 m/s
quadratic branch: w/q^2 = 2.5e-05 m^2/s
chain: top frequency = 2.0 THz, spacing = 0.5 nm
chain: sound speed = 3142 m/s
ring mode sum, linear: G = 0.94640 pW/K
ring mode sum, quadratic: G = 0.94643 pW/K
ring mode sum, lattice chain: G = 0.94641 pW/K
Green function at w/w_top = 0.1: transmission uniform 1.000000, double mass 0.990000
Green function at w/w_top = 0.5: transmission uniform 1.000000, double mass 0.750000
Green function at w/w_top = 0.9: transmission uniform 1.000000, double mass 0.190000
hbar w_top / kB = 95.985 K
chain at 1 K: X = 95.9849, G = 0.9464 pW/K, G/G0 = 1.00000, with double mass G/G0 = 0.99914
chain at 10 K: X = 9.5985, G = 9.4422 pW/K, G/G0 = 0.99766, with double mass G/G0 = 0.91496
chain at 30 K: X = 3.1995, G = 21.6259 pW/K, G/G0 = 0.76167, with double mass G/G0 = 0.55754
chain at 100 K: X = 0.9598, G = 26.9253 pW/K, G/G0 = 0.28449, with double mass G/G0 = 0.19158
gapped branch: lowest frequency = 0.5 THz
gapped branch at 2 K: X = 11.9981, G/G0 = 3.1801e-04
gapped branch at 10 K: X = 2.3996, G/G0 = 3.6996e-01
joined half-chains: 300 atoms each, kB T/(hbar w0) = 0.10 and 0.05, w0 = sqrt(spring/mass)
current from exact dynamics = 1.975597e-03 hbar w0^2
current from the formula = 1.963495e-03 hbar w0^2
ratio dynamics/formula = 1.00616
PASS
```
